# Haar unitaries and COE matrices from phase-corrected QR factorization

## Symmetry fixes the target

Let $Z$ be an $N\times N$ matrix of independent complex Gaussian entries with $\langle Z_{ij}\rangle=0$ and $\langle|Z_{ij}|^2\rangle=1$. Its density is proportional to $\exp(-\mathrm{tr}\,Z^\dagger Z)$. For any fixed unitary $V$, the map $Z\to VZ$ preserves both this exponent and the volume element, so $VZ$ has the same law as $Z$. If a unitary matrix $U(Z)$ can be extracted such that

$$U(VZ)=V\,U(Z),\tag{1}$$

then $VU$ has the law of $U$ for every $V$. This left invariance defines the Haar law, also called the circular unitary ensemble (CUE). Choosing $V=e^{i\alpha}$ shifts all eigenphases by $\alpha$, so their mean density must be $N/2\pi$. A nonuniform density therefore proves that (1) has been broken.

Left invariance also implies right invariance. Let $X$ be left invariant and let $Y$ be independent and right invariant, for example the adjoint of a left-invariant matrix. At fixed $Y$, $YX$ has the law of $X$; at fixed $X$, it has the law of $Y$. The two laws coincide, so the Haar law is unique and invariant on both sides.

## The scheme

A QR factorization $Z=QR$ has $Q$ unitary and $R$ upper triangular. Suppose $Q_1R_1=Q_2R_2$ with $Z$ invertible, which holds with probability one. Then $D=Q_2^\dagger Q_1=R_2R_1^{-1}$ is upper triangular. Its inverse is also upper triangular, but equals $D^\dagger$, which is lower triangular. Hence $D$ is a diagonal matrix of phases, and $Q$ is defined only up to such phases on its columns.

Requiring a positive diagonal of $R$ forces $D=1$. From any routine's output this choice is reached by

$$\Lambda=\mathrm{diag}\!\left(\frac{R_{jj}}{|R_{jj}|}\right),\qquad U=Q\Lambda,\qquad T=\Lambda^*R,\tag{2}$$

because $UT=QR=Z$ and $T_{jj}=|R_{jj}|>0$. Now $VZ=(VU)T$ is the positive-diagonal factorization of $VZ$, so uniqueness gives (1), and $U$ is Haar.

```
function circular_matrices(N):
    repeat
        Z = (A + i B)/sqrt(2)      # A, B: independent standard normals
        Q, R = qr(Z)
    until every R[j,j] is nonzero
    for j = 1..N:
        U[:,j] = Q[:,j] * R[j,j]/abs(R[j,j])
    S = transpose(U) * U           # transpose, not adjoint
    return U, S
```

## The symmetric ensemble

The circular orthogonal ensemble (COE) is the law of symmetric unitary matrices that is invariant under $S\to V^TSV$. The matrix $S=U^TU$ has this invariance, because $UV$ has the law of $U$.

The invariant law is unique. Write $S=X+iY$ with real symmetric $X,Y$. Unitarity, $SS^*=1$, makes them commute, so a real orthogonal $O$ diagonalizes both: $S=O^Te^{i\theta}O=W^TW$ with $W=e^{i\theta/2}O$. If $S$ has an invariant law and $V$ is independent and Haar, then $S$ has the law of $V^TSV=(WV)^T(WV)$, which is the law of $V^TV$.

Two moments serve as checks. Multiplying rows of $U$ by independent phases removes the cross terms in $\langle|\mathrm{tr}\,U|^2\rangle$. Row permutations and column normalization give $\langle|U_{aa}|^2\rangle=1/N$, so $\langle|\mathrm{tr}\,U|^2\rangle=1$.

For $S$, diagonal $V$ gives $\langle S_{aa}S_{bb}^*\rangle=0$ when $a\ne b$. A $V$ that replaces $e_a,e_b$ by $(e_a\pm e_b)/\sqrt2$ gives $S'_{ab}=(S_{aa}-S_{bb})/2$, since $S_{ab}=S_{ba}$ cancels. Hence $\langle|S_{ab}|^2\rangle=\langle|S_{aa}|^2\rangle/2$. The row sum $\langle|S_{aa}|^2\rangle+(N-1)\langle|S_{ab}|^2\rangle=1$ then yields

$$\langle|S_{ab}|^2\rangle=\frac{1+\delta_{ab}}{N+1},\qquad \langle|\mathrm{tr}\,S|^2\rangle=\frac{2N}{N+1}.\tag{3}$$

## What the raw factor contains

Without $\Lambda$, the law of $Q$ depends on how the routine chooses phases. Householder QR treats the remaining part $x$ of each column, of length $m$, with pivot $\alpha=x_1$. It sets $\beta=-s\|x\|$, where

- in the real convention, used by LAPACK's complex QR, $s=\mathrm{sgn}\,\mathrm{Re}\,\alpha$;
- in the Hermitian convention, $s=\alpha/|\alpha|$.

With $v=x/\beta$, $w=e_1-v$ and $d=1-v_1^*$, the reflector is

$$H=1-\frac{ww^\dagger}{d}.\tag{4}$$

Since $w^\dagger e_1=d$, we have $He_1=e_1-w=v$. Since $w^\dagger w=2-2\,\mathrm{Re}\,v_1=d+d^*$,

$$H^\dagger H=1-ww^\dagger\left[\frac1d+\frac1{d^*}-\frac{d+d^*}{|d|^2}\right]=1.$$

Thus $H^\dagger x=\beta e_1$, and $R_{jj}=\beta_j$. In the Hermitian convention $v_1=-|v_1|$ is real, so $d$ is real and $H=H^\dagger$.

Earlier reflectors depend only on earlier columns, and a unitary independent of a Gaussian column leaves it Gaussian. Successive reflectors are therefore independent, and

$$Q_N=H\,(1\oplus Q_{N-1}).\tag{5}$$

**The mean reflector.** A unitary $W$ acting on components $2,\dots,m$ preserves the law of $v$ and sends $H$ to $WHW^\dagger$. Diagonal phases eliminate off-diagonal means, and permutations equalize the lower diagonal, so $\langle H\rangle=\mathrm{diag}(-c_m,h_m,\dots,h_m)$. Taking the trace of (5) gives

$$M_N\equiv\langle\mathrm{tr}\,Q_N\rangle=h_NM_{N-1}-c_N,\qquad M_0=0.\tag{6}$$

To find $c_m$, let $r=|v_1|$. The sum $\sigma$ of the other $m-1$ squared Gaussian moduli has density $\sigma^{m-2}e^{-\sigma}/\Gamma(m-1)$, and $r^2>t$ means $|x_1|^2>\sigma t/(1-t)$. As $|x_1|^2$ is exponentially distributed,

$$P(r^2>t)=\left\langle e^{-\sigma t/(1-t)}\right\rangle=(1-t)^{m-1}.$$

Integrating tail probabilities gives $\langle r^2\rangle=1/m$ and

$$g_m\equiv\langle r\rangle=\int_0^1(1-\rho^2)^{m-1}d\rho=\frac{\sqrt\pi}{2}\frac{\Gamma(m)}{\Gamma(m+\frac12)}.\tag{7}$$

In the Hermitian convention $v_1=-r$, hence $c_m=g_m$. In the real convention $v_1=re^{i\varphi}$ with $\varphi$ uniform on $(\pi/2,3\pi/2)$. There $\langle e^{i\varphi}\rangle=-2/\pi$, hence $c_m=2g_m/\pi$.

The lower trace of $ww^\dagger$ is $1-r^2$, so for $m\ge2$

$$h_m=1-\frac1{m-1}\left\langle\frac{1-r^2}{1-v_1^*}\right\rangle.\tag{8}$$

For the Hermitian convention the fraction is $1-r$, and $h_m=1-(1-g_m)/(m-1)$. For the real one, expand $1/(1-re^{-i\varphi})$ in powers of $r$. The half-circle average of $e^{-ik\varphi}$ is $-2\sin(k\pi/2)/(\pi k)$ for $k\ge1$, and the series sums to $1-(2/\pi)\arctan r$. With the radial density $2(m-1)r(1-r^2)^{m-2}$,

$$h_m=1-\frac1m+\frac4\pi\int_0^1r(1-r^2)^{m-1}\arctan r\,dr.$$

Integration by parts, whose boundary terms vanish, gives

$$h_m=1-\frac1m+\frac{2J_m}{\pi m},\qquad J_m=\int_0^1\frac{(1-r^2)^m}{1+r^2}dr.\tag{9}$$

**From trace to density.** Complex conjugation of $Z$ conjugates $Q$, so trace means are real. The eigenphase density relative to $N/2\pi$ is

$$1+\frac2N\sum_{k\ge1}\langle\mathrm{tr}\,Q^k\rangle\cos k\theta.\tag{10}$$

Equation (6) supplies the first harmonic, $2M_N/N$. It is negative: phases are moved from $\theta=0$ towards $\theta=\pi$. At $N=1$ the effect is extreme. The real convention fills only the left half circle, and the Hermitian one returns $Q=-1$ every time.

**Large $N$.** Equation (7) gives $g_m\simeq\sqrt\pi/(2\sqrt m)$. The integral $J_m$ is dominated by $r^2\sim1/m$ and has the same leading form. Both conventions then read

$$c_m\simeq\frac{\kappa}{\sqrt m},\qquad h_m\simeq1-\frac1m+\frac{\gamma}{m^{3/2}},$$

with $\kappa=\gamma=1/\sqrt\pi$ (real) or $\sqrt\pi/2$ (Hermitian). Insert $M_N=-a\sqrt N-b$ into $M_N-M_{N-1}=(h_N-1)M_{N-1}-c_N$. Order $N^{-1/2}$ gives $-a/2=a-\kappa$, and order $N^{-1}$ gives $0=b-\gamma a$. Therefore

$$M_N\simeq-\frac{2\sqrt N}{3\sqrt\pi}-\frac2{3\pi}\ \text{(real)},\qquad M_N\simeq-\frac{\sqrt{\pi N}}3-\frac\pi6\ \text{(Hermitian)}.\tag{11}$$

The first neglected term is of absolute order $N^{-1/2}$, hence of order $1/N$ relative to $M_N$. At $N=100{,}000$ the real recursion gives $-119.156$ and (11) gives $-119.154$.

The relative first harmonic decays as $N^{-1/2}$, while the trace itself grows. Increasing $N$ does not remove the error from trace statistics.

## When the symmetric matrix survives

Since $Q=U\Lambda^*$,

$$Q^TQ=\Lambda^*S\Lambda^*.\tag{12}$$

All moduli $|S_{ab}|$ are unchanged in either convention. What happens to the eigenphases depends on $\Lambda$.

In the real convention $\Lambda^*=\Lambda=\Lambda^{-1}$. Equation (12) is then a similarity transformation, and $Q^TQ$ has the eigenvalues of $S$, matrix by matrix. Its full law is also correct. To see this, replace $Z$ by $DZ$ with $D$ a diagonal matrix of signs. In the first column $\beta\to D_{11}\beta$ and $v\to D_{11}Dv$. The first component of $v$ is unchanged, so $H\to DHD$ and $H^\dagger Z\to D(H^\dagger Z)$. The same argument applies to each later column. Thus $\Lambda\to D\Lambda$ and $Q\to DQD$, while $U\to DU$ leaves $S$ fixed. Because $DZ$ and $Z$ have the same law, the signs in $\Lambda$ are uniform and independent of $S$. Conjugation by independent signs preserves the COE, so $Q^TQ$ is a COE matrix even though $Q$ is not Haar.

The Hermitian convention has no such protection. Real orthogonal $W$ on the lower components shows that $\langle H^TH\rangle$ is diagonal with equal lower entries $q_m$. Its first entry is $\langle v^Tv\rangle=\langle r^2\rangle=1/m$, because the lower components have random phases. Therefore

$$K_m\equiv\langle\mathrm{tr}\,Q_m^TQ_m\rangle=\frac1m+q_mK_{m-1},\qquad K_0=0.\tag{13}$$

Let $y$ be the lower part of $v$, with $\|y\|^2=1-r^2$. The first row of $H$ contributes terms $(y_j^*)^2$, whose mean is zero. The lower block $B=1-yy^\dagger/(1+r)$ has

$$\mathrm{tr}\,B^TB=m-1-2(1-r)+\frac{|y^Ty|^2}{(1+r)^2}.$$

For a random unit vector $u$ of dimension $n=m-1$, random phases leave $\langle|u^Tu|^2\rangle=n\langle|u_1|^4\rangle$. The tail law gives $\langle|u_1|^4\rangle=\int_0^12t(1-t)^{n-1}dt=2/[n(n+1)]$, so the result is $2/m$. Hence

$$q_m=1-\frac{2(1-g_m)-\frac2m\left(1-2g_m+\frac1m\right)}{m-1}.\tag{14}$$

For large $m$, $q_m\simeq1-2/m+\sqrt\pi/m^{3/2}$. Inserting $K_m=k+\delta/\sqrt m$ gives $0=1-2k$ and $-\delta/2=-2\delta+\sqrt\pi k$, so $K_N\simeq\frac12+\sqrt\pi/(3\sqrt N)$. The COE value is zero. Here the relative first harmonic $2K_N/N$ falls as $1/N$.

## A matrix followed by hand

Take the real convention and

$$Z=\begin{pmatrix}1+2i&2\\2&i\end{pmatrix}.$$

The first column has norm $\sqrt{5+4}=3$ and a pivot with positive real part, so $R_{11}=-3$ and $v=-(1+2i,\,2)^T/3$. Then $w=(4+2i,\,2)^T/3$. For the second column $z$,

$$\frac{w^\dagger z}{1-v_1}=\frac{8-2i}{4+2i}=1.4-1.2i.$$

The new lower entry is $i-\frac23(1.4-1.2i)=-0.933+1.8i$. Its modulus is 2.028 and its real part is negative, so $R_{22}=+2.028$.

Thus $\Lambda=\mathrm{diag}(-1,1)$, and the correction flips one column. The eigenphases change from $(-1.934,\,1.769)$ rad for $Q$ to $(0.682,\,2.295)$ rad for $U$. In the symmetric product, $S_{11}=[(1+2i)^2+4]/9=0.111+0.444i$ is unaffected. The off-diagonal element $0.146+0.877i$ changes sign in $Q^TQ$, but both symmetric matrices have eigenphases $-1.699$ and $1.369$ rad.

## An ensemble with $N=8$

Means below use 30,000 matrices, histograms 15,000, and uncertainties are one standard error. The sampled mean trace of raw $Q$ is $-1.392\pm0.003$ in the real convention, against $-1.390$ from (6). In the Hermitian convention it is $-2.243\pm0.003$, against $-2.243$. The asymptotic forms (11) give $-1.276$ and $-2.195$, so they are only moderately accurate at this size. After correction the mean trace is $0.001\pm0.004$.

With $|\theta|$ divided into six equal bins from 0 to $\pi$, the density relative to uniform is:

- corrected $U$: 0.997, 1.010, 0.990, 1.006, 0.989, 1.009;
- raw $Q$, real: 0.142, 1.144, 1.174, 1.178, 1.178, 1.184;
- raw $Q$, Hermitian: 0.006, 0.872, 1.126, 1.268, 1.345, 1.382.

Standard errors are at most 0.006. At this bin width the real convention shows a narrow hole around $\theta=0$ and a nearly flat density elsewhere; finer bins reveal ripples of about 0.1 next to the hole. Its first harmonic has amplitude $2(-1.3898)/8=-0.347$. The mean of $\cos\theta$ over the first bin is $0.955$, so this harmonic alone would predict $1-0.347\times0.955=0.67$ there. The observed 0.142 shows that higher harmonics in (10) are essential to the shape.

For the Hermitian $Q^TQ$, the density falls from 1.176 in the first bin to 0.721 in the last. The distortion is opposite in sense to that of $Q$, as the positive $K_8=0.802$ requires; the sampled value is $0.797\pm0.006$.

## Transmission and its physical setting

For a chaotic cavity with $N_1+N_2=N$ open channels, the dimensionless transmission is the sum of $|S_{ab}|^2$ between the leads. Equation (3) gives $N_1N_2/(N+1)$ with time-reversal symmetry, and the CUE gives $N_1N_2/N$. For a $4+4$ split these are $16/9=1.778$ and $16/8=2$; the samples give $1.778\pm0.002$ and $2.001\pm0.002$. Since $Q=U\Lambda^*$ gives $|Q_{ab}|=|U_{ab}|$, and (12) gives $|(Q^TQ)_{ab}|=|S_{ab}|$, the uncorrected factor would give the same transmissions in both cases, so agreement of a conductance distribution does not validate the generator.

A few channels per lead is a realistic count for an open semiconductor quantum dot. The model assumes spinless or spin-degenerate electrons, full phase coherence, ideal contacts and complete mixing before escape. Real dots lose coherence at finite temperature. If it is lost completely, an electron leaves through each channel with probability $1/N$, and the time-reversal-symmetric transmission rises from 1.778 to 2, by 12.5%. Tunnel barriers at the contacts cause direct reflection; $\langle S\rangle$ is then nonzero and the circular ensembles no longer apply.

## Cost, stability and failure modes

At remaining size $m$, applying a reflector takes about $2m^2$ complex multiply-adds, or $2N^3/3$ in total. Accumulating $Q$ from the last reflector backwards costs the same. The sum is $4N^3/3$ complex multiply-adds, or about $32N^3/3$ real operations. The phase correction adds $N^2$ complex multiplications, and a full product $U^TU$ adds $N^3$ multiply-adds.

Both conventions have $\mathrm{Re}\,v_1\le0$, so $|d|\ge1$ and the division in (4) is safe. A very small $R_{jj}$ makes its phase sensitive to rounding, but multiplication by a unit phase does not spoil unitarity. An exact zero leaves the phase undefined and calls for a new draw.

Three errors deserve specific checks:

- **Conjugated phase.** $Q\Lambda^*=U\Lambda^{*2}$ equals $U$ for real signs but not for general phases, where it breaks (1). Sampled statistics can miss this: in the Hermitian convention the phases of $R_{jj}$ are uniform and independent of $Q$, so $Q\Lambda^*$ happens to have the same law as $Q\Lambda$. The direct check is that $U^\dagger Z$ has a positive diagonal.
- **Adjoint in place of transpose.** $U^\dagger U$ is the identity.
- **A test blind to phases.** Use the mean trace of $U$, not its moduli. For a Haar matrix with $N\ge2$, $\langle|\mathrm{tr}\,U|^2\rangle=1$ and $\langle(\mathrm{tr}\,U)^2\rangle=0$, so the real part of the trace has variance $1/2$. The mean over $n$ matrices has standard error $1/\sqrt{2n}$. With $n=100$ this is 0.07, whereas the omission at $N=8$ shifts the mean by $-1.39$ or $-2.24$.

The sampled values and recursions for other sizes are listed in the numerical output.

## Values computed for the example and the checks

```
2x2 example, entries listed row by row (dimensionless)
Z: +1.0000+2.0000i, +2.0000+0.0000i, +2.0000+0.0000i, +0.0000+1.0000i
Q raw: -0.3333-0.6667i, +0.6576-0.1096i, -0.6667+0.0000i, -0.2192+0.7124i
R: -3.0000+0.0000i, -0.6667+0.6667i, +0.0000+0.0000i, +2.0276+0.0000i
U corrected: +0.3333+0.6667i, +0.6576-0.1096i, +0.6667-0.0000i, -0.2192+0.7124i
S = U^T U: +0.1111+0.4444i, +0.1461+0.8768i, +0.1461+0.8768i, -0.0390-0.4565i
Q^T Q: +0.1111+0.4444i, -0.1461-0.8768i, -0.1461-0.8768i, -0.0390-0.4565i
eigenphases of Q (rad): [-1.9343  1.7691]
eigenphases of U (rad): [0.6815 2.2949]
eigenphases of U^T U (rad): [-1.6994  1.3691]
eigenphases of Q^T Q (rad): [-1.6994  1.3691]
mean trace of raw Q: size, convention, sampled, error, recursion
  N=1 real: -0.6340 +- 0.0018, -0.6366
  N=1 hermitian: -1.0000 +- 0.0000, -1.0000
  N=2 real: -0.8407 +- 0.0026, -0.8390
  N=2 hermitian: -1.3376 +- 0.0027, -1.3333
  N=3 real: -0.9693 +- 0.0027, -0.9730
  N=3 hermitian: -1.5515 +- 0.0030, -1.5556
  N=8 real: -1.3917 +- 0.0030, -1.3898
  N=8 hermitian: -2.2428 +- 0.0032, -2.2433
N=8 real: asymptotic mean trace -1.2761, first-harmonic amplitude 2M/N -0.3474
N=100000 real: recursion -119.1559, asymptotic -119.1538
N=8 hermitian: asymptotic mean trace -2.1947, first-harmonic amplitude 2M/N -0.5608
N=100000 hermitian: recursion -187.3579, asymptotic -187.3566
N=8 corrected U: mean trace 0.0010 +- 0.0041
N=8 mean |tr U|^2: 1.0102 +- 0.0059, theory 1
N=8 mean |tr S|^2: 1.7825 +- 0.0103, theory 1.7778
N=8 mean |S_11|^2: 0.2222 +- 0.0010, theory 0.2222
N=8 mean |S_12|^2: 0.1113 +- 0.0006, theory 0.1111
N=8 hermitian Q^T Q: mean trace 0.7973 +- 0.0058, recursion 0.8021, COE 0
N=100000 hermitian Q^T Q: mean trace 0.50188
real Q^T Q against S: largest power-trace gap 8.7e-15
4+4 channels, mean transmission from U (dimensionless): 2.0009 +- 0.0015, theory 2.0000
4+4 channels, mean transmission from S (dimensionless): 1.7784 +- 0.0019, theory 1.7778
samples: 30000 for means, 15000 for histograms
density of |theta| relative to uniform, 6 equal bins from 0 to pi rad
  U corrected: 0.997 1.010 0.990 1.006 0.989 1.009; max error 0.005; left-half share 0.500
  Q real: 0.142 1.144 1.174 1.178 1.178 1.184; max error 0.005; left-half share 0.590
  Q hermitian: 0.006 0.872 1.126 1.268 1.345 1.382; max error 0.006; left-half share 0.666
  S = U^T U: 1.002 1.001 0.997 1.002 0.991 1.006; max error 0.005; left-half share 0.500
  Q^T Q hermitian: 1.176 1.115 1.053 1.025 0.910 0.721; max error 0.005; left-half share 0.443
```
